# Spin splitting at Gamma in MoS2 with one oxygen face

A flat, nonmagnetic MoS$_2$ monolayer of the 1H type has its Mo atoms in the plane $z=0$. Each Mo sits at the centre of a trigonal prism, with three S atoms above and three below. The in-plane directions from Mo to these atoms make angles of 90°, 210° and 330° with the $x$ axis, so $x\to-x$ is a mirror operation. In a second layer every S atom of the lower face is replaced by O. The replacement is ordered and complete, and the prism keeps its threefold symmetry, although the two faces may stand at different heights.

We study a Kramers doublet at $\Gamma$ that grows out of one nondegenerate orbital, s-like about $z$: a rotation about $z$ or a vertical mirror leaves it unchanged, and the horizontal mirror $\sigma_h$, where present, multiplies it by $\pm1$. The Mo $d_{z^2}$ orbital mixed with $p_z$ orbitals is of this kind. Pauli matrices $\sigma_j$ act in the doublet, $\mathbf k=(k_x,k_y)$ is measured from $\Gamma$, energies are in eV or meV, and lengths are in nm.

## (a) What can a linear term look like?

**Find the two point groups, the form that time reversal leaves for terms linear in $\mathbf k$, and the condition set by a spatial operation.**

**Solution.** The S/S prism is mapped onto itself by the identity, two threefold rotations, three vertical mirrors, and the products of these six with $\sigma_h$. These 12 operations form $D_{3h}$. With O below, every operation that exchanges the faces is lost, and the remaining six form $C_{3v}$.

Write the doublet Hamiltonian as $H(\mathbf k)=a_0(\mathbf k)+\sum_j a_j(\mathbf k)\sigma_j$. Time reversal sends $\mathbf k\to-\mathbf k$ and $\sigma_j\to-\sigma_j$, so $a_0$ is even and each $a_j$ is odd in $\mathbf k$. A constant spin term and a linear scalar term are thereby excluded. What remains at first order is
$$H_1=\sum_{i=x,y}\ \sum_{j=x,y,z}c_{ij}k_i\sigma_j .$$

Let a spatial operation have the matrix $R$. Wavevectors change as $\mathbf k\to R\mathbf k$. Spin is an axial vector and changes with $A=\det(R)\,R$. The orbital factor $\pm1$ cancels, because it enters once from the operator and once from its inverse:
$$D\sigma_jD^{-1}=\sum_l A_{lj}\sigma_l .$$
Symmetry demands $H(R\mathbf k)=DH(\mathbf k)D^{-1}$. Comparing the coefficients of $k_i\sigma_l$ on both sides gives $R^Tc=cA^T$, where $R$ acting on $c$ stands for its in-plane block. Multiplication by $R$ from the left yields
$$c=R\,c\,A^T. \tag{1}$$

## (b) Which linear terms survive?

**Solve condition (1) for both layers.**

**Solution.** For $\sigma_h$ the in-plane block of $R$ is the unit matrix, and
$$A=(-1)\,\mathrm{diag}(1,1,-1)=\mathrm{diag}(-1,-1,1).$$
Equation (1) then reads $c_{ix}=-c_{ix}$ and $c_{iy}=-c_{iy}$, so these four coefficients vanish. The coefficients $c_{iz}$ pass this condition.

A threefold rotation leaves $\sigma_z$ alone and rotates the column $(c_{xz},c_{yz})$. The column must satisfy $(R-1)c_z=0$. Since
$$\det(R-1)=2-2\cos120^\circ=3\neq0,$$
it vanishes. The S/S layer therefore has no linear term at all.

In the S/O layer the threefold rotation still removes $c_{iz}$. For the remaining $2\times2$ block it requires $c=RcR^T$, that is, $cR=Rc$. Since $R=\cos120^\circ+J\sin120^\circ$ with $J=\begin{pmatrix}0&-1\\1&0\end{pmatrix}$, the block must commute with $J$:
$$cJ=\begin{pmatrix}c_{xy}&-c_{xx}\\c_{yy}&-c_{yx}\end{pmatrix},\qquad
Jc=\begin{pmatrix}-c_{yx}&-c_{yy}\\c_{xx}&c_{xy}\end{pmatrix}.$$
Hence $c_{xx}=c_{yy}$ and $c_{xy}=-c_{yx}$. The first pair multiplies $k_x\sigma_x+k_y\sigma_y$.

For the mirror $x\to-x$ the in-plane block is $\mathrm{diag}(-1,1)$ and $A=\mathrm{diag}(1,-1,-1)$. Under (1), $c_{xx}$ and $c_{yy}$ change sign and vanish, while $c_{xy}$ and $c_{yx}$ are unchanged. With $\alpha=c_{xy}$,
$$H_1=\alpha\,(k_x\sigma_y-k_y\sigma_x). \tag{2}$$
This is the Rashba term. Loss of $\sigma_h$ admits in-plane spin, and the vertical mirror selects the tangential form. Symmetry permits $\alpha$ but says nothing of its size; without spin-orbit coupling it is zero.

## (c) Where are the limits of this rule?

**Find the leading splitting of the S/S layer, the effect of stretching that layer along $x$, and the linear term of a doublet with $j_z=\pm3/2$.**

**Solution.** In the S/S layer $\sigma_h$ excludes $\sigma_x$ and $\sigma_y$ at every order in $\mathbf k$, because it leaves $\mathbf k$ unchanged and reverses them. The spin term is $f(\mathbf k)\sigma_z$ with $f$ odd. Put $k_\pm=k_x\pm ik_y$. Of the cubic products, $k_+^3$ and $k_-^3$ are invariant under the threefold rotation, while $k_+^2k_-$ and $k_+k_-^2$ acquire phases. The mirror $x\to-x$ reverses $\sigma_z$, so $f$ must be odd in $k_x$. This selects the real part of $k_+^3$:
$$H_3=\gamma\,k_x(k_x^2-3k_y^2)\,\sigma_z,\qquad \Delta E=2|\gamma|k^3|\cos3\varphi| , \tag{3}$$
where $\varphi$ is the angle of $\mathbf k$ from $x$. On the line $k_x=0$, from $\Gamma$ to M, oddness gives $f=0$ at every order, so the doublet stays degenerate there.

Stretching the S/S layer along $x$ removes the threefold rotation but keeps $\sigma_h$ and the mirror $x\to-x$. The first leaves $c_{xz}$ and $c_{yz}$. Under the second $c_{xz}$ is unchanged and $c_{yz}$ changes sign. A linear term $k_x\sigma_z$ is now allowed. The absence of every linear term thus needs the threefold axis as well as $\sigma_h$; for the absence of the Rashba term $\sigma_h$ alone is enough.

For $j_z=\pm3/2$ the threefold rotation $C$ multiplies both partners by $e^{\mp i\pi}=-1$. Let $V_i=\partial H/\partial k_i$ at $\Gamma$ and $V_\pm=V_x\pm iV_y$. Then $CV_\pm C^{-1}=e^{\mp2\pi i/3}V_\pm$, up to the sense of rotation, and for any two states $a,b$ of the doublet
$$\langle a|V_\pm|b\rangle=(-1)(-1)\,e^{\mp2\pi i/3}\langle a|V_\pm|b\rangle=0 .$$
Such a doublet has no linear term even in $C_{3v}$. The result (2) therefore does not hold for every doublet. An s-like orbital gives $j_z=\pm1/2$, for which the linear term is allowed.

## (d) What do the bands and spins look like?

**Find the energies, the spin directions and the band extremum near $\Gamma$ in the S/O layer, to second order in $k$.**

**Solution.** Threefold symmetry makes the quadratic scalar isotropic, and time reversal forbids quadratic spin terms. Hence $H=E_0+Ck^2+H_1$. With the tangential unit vector $\mathbf t=(-\sin\varphi,\cos\varphi)$, equation (2) becomes $H_1=\alpha k\,\mathbf t\cdot\boldsymbol\sigma$. Since $(\mathbf t\cdot\boldsymbol\sigma)^2=1$,
$$E_\pm=E_0+Ck^2\pm|\alpha|k . \tag{4}$$
The spin of the upper branch points along $\mathrm{sign}(\alpha)\,\mathbf t$, that of the lower branch opposite to it.

For a valence band that has its maximum at $\Gamma$ when $\alpha=0$, $C<0$. The upper branch $E_0-|C|k^2+|\alpha|k$ has zero slope where $2|C|k=|\alpha|$. Inserting this wavevector gives the height of the maximum above $E_0$:
$$k_R=\frac{|\alpha|}{2|C|},\qquad E_R=-\frac{\alpha^2}{4|C|}+\frac{\alpha^2}{2|C|}=\frac{\alpha^2}{4|C|}. \tag{5}$$
The maximum is a ring around $\Gamma$, which shrinks to a point as $\alpha\to0$. For $C>0$ the same expressions describe a ring of minima in the lower branch. When $|C|$ is so small that $k_R$ is no longer small on the scale of the Brillouin zone, higher powers of $k$ must be included.

## (e) What sets the size of $\alpha$?

**Derive $\alpha$ to first order in spin-orbit coupling for a tight-binding layer with real orbitals and real hoppings, and see how $\sigma_h$ removes it.**

**Solution.** Let $H_0$ be the spinless Hamiltonian at $\Gamma$, with real eigenstates $|n\rangle$ and energies $E_n$; the orbital of interest is $|0\rangle$. Atomic spin-orbit coupling is $\sum\lambda\,\mathbf L\cdot\mathbf S$ with $\mathbf S=\boldsymbol\sigma/2$, summed over the atoms. To first order in $\mathbf k$ and in $\lambda$ the perturbation is
$$\sum_i k_iV_i+\tfrac12\sum_a\Lambda_a\sigma_a,\qquad \Lambda_a=\sum_{\rm atoms}\lambda L_a .$$
A hopping $t$ over the vector $\mathbf d$ enters the Bloch matrix as $t\,e^{i\mathbf k\cdot\mathbf d}$, so its derivative at $\Gamma$ is $i\,d_i\,t$. Thus $V_i$ is imaginary in the real basis, and so is $\Lambda_a$. Both are Hermitian, so their expectation values in the real state $|0\rangle$ vanish, and the first contribution comes from second-order perturbation theory. With
$$G=\sum_{n\neq0}\frac{|n\rangle\langle n|}{E_0-E_n},$$
the terms containing one $k_i$ and one $\sigma_a$ are
$$\tfrac12k_i\sigma_a\big(\langle0|V_iG\Lambda_a|0\rangle+\langle0|\Lambda_aGV_i|0\rangle\big).$$
The second matrix element is the complex conjugate of the first, so the bracket is twice the real part and cancels the factor $\tfrac12$. The coefficient of $k_x\sigma_y$ is
$$\alpha=\mathrm{Re}\,\langle0|V_xG\Lambda_y|0\rangle . \tag{6}$$
An electron is carried to another level by its motion along $x$ and returned by spin-orbit coupling, with a spin rotation about $y$.

In the S/S layer let $P$ be the orbital matrix of $\sigma_h$. Motion in the plane is even, $PV_xP=V_x$. The component $L_y$ of an axial vector is odd, $P\Lambda_yP=-\Lambda_y$. $G$ is even, and $P|0\rangle=\pm|0\rangle$. Inserting $P^2=1$ between the factors of (6) gives $\alpha=-\alpha=0$. The levels reached by $V_x$ and those reached by $\Lambda_y$ have opposite parity. With oxygen on one face $\sigma_h$ is lost, the states and operators no longer have definite parity, and this cancellation no longer holds.

## (f) How does $\alpha$ grow with the difference of the faces?

**Let each face parameter be its S–O mean plus $\eta$ times half the S–O difference on the upper face, and minus that amount on the lower face. Find the slope of $\alpha$ at $\eta=0$.**

**Solution.** The value $\eta=1$ is the layer with S above and O below; $\eta=-1$ is the same layer turned over by $\sigma_h$. By (b) this operation reverses $c_{xy}$, so $\alpha(-\eta)=-\alpha(\eta)$.

Let $W=dH_0/d\eta$, $V'=dV_x/d\eta$ and $\Lambda'=d\Lambda_y/d\eta$ at $\eta=0$. From $H_0(-\eta)=PH_0(\eta)P$ it follows that $PWP=-W$. Hence $\langle0|W|0\rangle=0$, the energy $E_0$ does not change at first order, and $d|0\rangle/d\eta=GW|0\rangle$.

The states $V_x|0\rangle$ and $\Lambda_y|0\rangle$ belong to the twofold degenerate representations and are orthogonal to $|0\rangle$. In that space $G=(E_0-H_0)^{-1}$, and the derivative of an inverse gives $dG/d\eta=GWG$. The product rule applied to (6) yields
$$\begin{aligned}\frac{d\alpha}{d\eta}=\mathrm{Re}\,\langle0|\big(&WGV_xG\Lambda_y+V_xGWG\Lambda_y+V_xG\Lambda_yGW\\&+V'G\Lambda_y+V_xG\Lambda'\big)|0\rangle .\end{aligned} \tag{7}$$
The first and third terms mix $|0\rangle$ with s-like levels of opposite parity, the second mixes the intermediate levels, and the last two change the motion and the spin-orbit coupling themselves.

## (g) How large is the effect in a model layer?

**Evaluate the results for round parameters in the range of such layers, and size what the linear model omits.**

**Solution.** The model has five $d$ orbitals on Mo at energy zero and three $p$ orbitals on each face atom, hence 22 states with spin. The lattice constant is 0.30 nm for both layers, so the comparison changes one face alone. Heights above or below Mo are 0.16 nm (S) and 0.11 nm (O), $p$ levels $-3$ and $-5$ eV, and spin-orbit constants 0.08 (Mo), 0.05 (S) and 0.02 eV (O).

Two-centre hoppings join nearest neighbours. In eV they are $-2.5,\,1.0$ for $pd\sigma,\pi$, with the bond directed from $p$ atom to Mo; $-0.8,\,0.4,\,0.2$ for $dd\sigma,\pi,\delta$; and $0.5,\,-0.1$ for $pp\sigma,\pi$, the last pair also between the vertically aligned atoms of the two faces. Hoppings depend on bond direction but not on bond length. These are rough values, not a fit to a material.

*The symmetric layer.* Diagonalization gives a splitting that grows as $k^{2.997}$ between $k=0.1$ and 0.2 nm$^{-1}$, in accord with (3), with $|\gamma|=0.43$ meV nm$^3$.

*The one-sided layer.* The doublet at 0.650 eV has 87 % $d_{z^2}$ weight and is the highest of the seven filled ones at $\Gamma$. Its coefficient is
$$\alpha=6.2\ \text{meV nm}=0.062\ \text{eV Å}.$$
Formula (6) gives 6.147 meV nm against 6.208 from full diagonalization, so higher orders in spin-orbit coupling contribute 1 %. The shares in (6) are $6.234$ from Mo, $-0.580$ from S and $0.492$ from O: the light atoms nearly cancel, and Mo supplies the coupling while the faces supply the asymmetry. The largest linear coefficient among the four doublets of $3/2$ type is $10^{-12}$ meV nm, which is rounding error.

The five terms of (7), in order, are
$$-1.716+2.537+0.448+5.704-0.673=6.30\ \text{meV nm}.$$
Diagonalization at $\eta=0.01$ with weak spin-orbit coupling gives the same slope, 6.301. The largest term is the one with $V'$. In this model the two faces have equal hopping constants and equal in-plane positions, so $V'$ comes entirely from the different tilt of the Mo–S and Mo–O bonds.

*Ring and temperature.* The curvature is $C=-0.0528$ eV nm$^2$, a mass of $-0.72$ electron masses. From (5),
$$k_R=\frac{0.006208}{2(0.05277)}=0.0588\ \text{nm}^{-1},\qquad E_R=\frac{(0.006208)^2}{4(0.05277)}\ \text{eV}=0.183\ \text{meV}.$$
A scan of the full band gives the same height to 0.1 %. The ring is far below the thermal energy of 25.9 meV at 300 K.

At the wavevector where $|C|k^2$ equals that energy, $k=\sqrt{25.85/52.77}=0.70$ nm$^{-1}$, the linear law predicts $2(6.208)(0.70)=8.7$ meV. The full bands split by 8.3 meV, so the law is 4 to 5 % too high there. The values toward K and M differ by 0.004 meV. The cubic term (3) is also allowed in this layer, with $|\gamma|=0.35$ meV nm$^3$, and its out-of-plane part of the splitting is 0.23 meV toward K at this wavevector. Its spin is perpendicular to that of the Rashba term, so it adds in quadrature and raises the splitting by about $0.23^2/(2\times8.3)=0.003$ meV. The remaining 0.001 meV is an anisotropy of the in-plane part, which symmetry first allows at fifth order in $k$.

At the model mass, scattering matters more. For a mobility of 50 cm$^2$/Vs and $\mu=e\tau/|m|$, the broadening $\hbar/\tau$ is 32 meV, nearly four times the splitting. At this mass and wavevector the two become equal near $50\times32.07/8.32\approx190$ cm$^2$/Vs. The comparison depends on the mass. For three electron masses at the same mobility and $\alpha$, the broadening falls to $32.07\times0.722/3=7.7$ meV, the thermal wavevector rises to 1.43 nm$^{-1}$, and the linear law gives about 18 meV, so the order is reversed.

*Parameters and coverage.* Changing one input at a time moves $\alpha$ as follows:

- O level at $-6$ or $-4$ eV: 5.2 or 7.5 meV nm
- Mo–O hopping scaled by 0.8 or 1.2: 4.4 or 8.8 meV nm
- 90 % oxygen, with averaged face parameters: 5.4 meV nm

An O height of 0.10 or 0.12 nm gives 8.5 or 4.0 meV nm, and joint changes of height, level and hopping within these ranges give 1.9 to 14 meV nm. Letting the Mo–O hopping grow with the shorter bond as $d^{-3.5}$, a factor 1.63, gives 25 meV nm, but at that hopping the model gap has closed, with the bands overlapping by about 0.5 eV. In 300 random joint changes of all hopping constants and the Mo–O scale (each by up to 20 %), both heights (by up to 0.01 nm) and both $p$ levels (by up to 1 eV), $\alpha$ ran from $-0.3$ to 57 meV nm and was negative once. The model value of $\alpha$ is therefore uncertain by a factor of ten or more, and these variations are not bounds.

*A gate instead of oxygen.* A field of 10 MV/cm along $+z$ inside the S/S layer, entered as a shift of the $p$ levels, gives $\alpha=-0.37$ meV nm. Linear extrapolation to the magnitude found with oxygen needs 170 MV/cm, against a breakdown field of very roughly 10 MV/cm for a good gate oxide. The field raises the upper $p$ level relative to the lower one, as oxygen below does, yet the sign is opposite. The trend with the O level agrees: a deeper level reduces $\alpha$. In this model the level offset works against the bond geometry, which wins. Polarization within each atom is omitted and could change the gate value.

*Beside real layers.* The gap, mass and valley order given here belong to the S/O model layer, while the reference values are those of monolayer MoS$_2$, so the comparison is only a rough guide. The model gap of 0.28 eV is far below the roughly 2 eV of MoS$_2$, and the model's $\Gamma$ mass is below the few electron masses of MoS$_2$. At fixed $\alpha$, $E_R$ is proportional to the mass, so three electron masses would give $0.183\times3/0.722=0.76$ meV, still well below the thermal energy at 300 K. Since $E_R$ grows as $\alpha^2$, a fourfold larger $\alpha$ at that mass would raise the estimate to about 12 meV, with $k_R$ near 1 nm$^{-1}$, where the linear law is no longer accurate. In the model $\alpha$ and the mass are not independent: the hopping factor 1.63 that quadruples $\alpha$ also changes the mass to $-0.29$, and $E_R$ reaches only 1.2 meV. In the model the K valley lies 0.36 eV below $\Gamma$, so holes gather at $\Gamma$; in monolayer MoS$_2$ the valence maximum is at K, and a layer that kept this order would hide the effect from transport as long as the holes stay at K. The S/S model layer has this order too, with K 0.25 eV above $\Gamma$ and a gap of 1.18 eV, so in the model it is the oxygen face that moves the maximum to $\Gamma$. Real oxidation need not leave one complete, ordered face. The averaged 90 % layer loses 13 % of $\alpha$, but averaging ignores random scattering, local loss of the threefold axis, structural relaxation and charge transfer, whose effects are not sized here. The symmetry result (2) does not depend on these numbers; it holds for an s-like doublet in any ordered, nonmagnetic layer with the $C_{3v}$ operations. Further values are in the numerical output.

## Numbers as computed

```
lattice constant 0.30 nm; Mo spin-orbit 0.08 eV
S face: height 0.16 nm, p level -3.0 eV, spin-orbit 0.05 eV, p-d scale 1.0
O face: height 0.11 nm, p level -5.0 eV, spin-orbit 0.02 eV, p-d scale 1.0
p-d sigma, pi: -2.5, 1.0 eV
d-d sigma, pi, delta: -0.8, 0.4, 0.2 eV
p-p sigma, pi: 0.5, -0.1 eV
operations S/S, S/O, strained S/S: 12, 6, 4
linear invariants in the same order: 0, 1, 1
S/S: power of k in splitting 2.997
S/S: cubic coefficient |gamma| 0.4304 meV nm^3
S/O: Gamma doublet energy 0.650 eV, d_z2 weight 0.866
S/O: doublet number from below 7 (7 are filled)
S/O: alpha, full diagonalization 6.208 meV nm
S/O: the same alpha 0.06208 eV angstrom
S/O: alpha, first order in spin-orbit 6.147 meV nm
  share from Mo spin-orbit 6.234 meV nm
  share from S spin-orbit -0.580 meV nm
  share from O spin-orbit 0.492 meV nm
doublets of 1/2 type 7, of 3/2 type 4
largest linear coefficient, 1/2 type 19.37 meV nm
largest linear coefficient, 3/2 type 1e-12 meV nm
  asymmetry term W G V G Lam: -1.716 meV nm
  asymmetry term V G W G Lam: 2.537 meV nm
  asymmetry term V G Lam G W: 0.448 meV nm
  asymmetry term V' G Lam: 5.704 meV nm
  asymmetry term V G Lam': -0.673 meV nm
sum of terms, d alpha/d eta at 0: 6.301 meV nm
same slope from diagonalization: 6.301 meV nm
curvature C -0.05277 eV nm^2, mass -0.722 m_e
ring wavevector 0.0588 1/nm
Rashba energy, formula 0.1826 meV, band scan 0.1825 meV
thermal energy at 300 K 25.85 meV
thermal wavevector 0.700 1/nm
splitting there, linear law 8.691 meV
splitting there, toward K 8.318, toward M 8.314 meV
mean band shift there -25.53 meV
broadening at 50 cm2/Vs 32.07 meV
valence level at K minus Gamma doublet -0.358 eV
valence top on mesh minus Gamma doublet 0.000 eV
band gap on mesh 0.279 eV
alpha at 90 % oxygen, virtual crystal 5.383 meV nm
alpha with O level -6.0 eV: 5.167 meV nm
alpha with O level -4.0 eV: 7.534 meV nm
alpha with Mo-O scale 0.8: 4.392 meV nm
alpha with Mo-O scale 1.2: 8.789 meV nm
S/S alpha in a 10 MV/cm field -0.3661 meV nm
field for equal |alpha|, linear law 170 MV/cm
```
